# Why the 2p+ donor state stays bound above the lowest Landau edge

**Q:** I have a shallow donor in germanium with a magnetic field along the axis of one conduction valley. As I raise the field, the calculated $2p_+$ level climbs past the bottom of the lowest Landau level. Free-electron states then exist at the same energy. Why does the electron not leave?

**A:** We need the Hamiltonian first, because the answer lies in its symmetry. Take one valley with its axis along $z$, transverse mass $m_t$, longitudinal mass $m_l$, permittivity $\varepsilon$ and a field $B$ along $+z$. The donor core is a point charge. Spin adds only a conserved constant, so I drop it.

I use donor units, in which $\hbar=m_t=e^2/(4\pi\varepsilon_0\varepsilon)=1$. Two numbers remain: $\alpha=m_t/m_l$, and $\gamma$, the cyclotron energy $\hbar\omega_c=\hbar eB/m_t$ divided by the donor energy unit.

The electron has charge $-e$, so its kinetic momentum is $\mathbf p+e\mathbf A$. With $\mathbf A=\tfrac12\mathbf B\times\mathbf r$ the transverse components are
$$\pi_x=p_x-\tfrac{\gamma}{2}y,\qquad \pi_y=p_y+\tfrac{\gamma}{2}x .$$
Since $y$ commutes with $p_x$ and $x$ with $p_y$, squaring gives
$$\tfrac12(\pi_x^2+\pi_y^2)=\tfrac12(p_x^2+p_y^2)+\tfrac{\gamma}{2}(xp_y-yp_x)+\tfrac{\gamma^2}{8}(x^2+y^2).$$
The middle bracket is $L_z$. With $\rho^2=x^2+y^2$ and $r^2=\rho^2+z^2$,
$$H=\tfrac12(p_x^2+p_y^2)+\tfrac{\alpha}{2}p_z^2+\tfrac{\gamma}{2}L_z+\tfrac{\gamma^2}{8}\rho^2-\tfrac1r .$$
In cylindrical coordinates $L_z=-i\,\partial/\partial\phi$, and no coefficient of $H$ depends on $\phi$. Hence $[H,L_z]=0$, and every state can be labelled by an integer $m$. The $2p_+$ state has $m=+1$.

**Q:** Does the unequal mass along $z$ not spoil this?

**A:** Not while the valley axis is parallel to $B$. If the valley is tilted, the kinetic energy acquires a term proportional to $p_xp_z$. Because $[L_z,p_x]=ip_y$, we get $[L_z,p_xp_z]=ip_yp_z\neq0$, and $m$ is no longer conserved.

**Q:** Even so, the lowest Landau level is hugely degenerate in angular momentum. Surely it contains a state with $m=+1$?

**A:** Count its states. Without the donor, the transverse part of $H$ is a two-dimensional oscillator of frequency $\gamma/2$ plus $(\gamma/2)L_z$. Let $a_x,a_y$ be its lowering operators and define
$$a_\pm=\frac{a_x\mp i a_y}{\sqrt2},\qquad n_\pm=a_\pm^\dagger a_\pm .$$
Multiplying out,
$$n_\pm=\tfrac12\left(a_x^\dagger a_x+a_y^\dagger a_y\mp i a_x^\dagger a_y\pm i a_y^\dagger a_x\right).$$
The sum is $n_++n_-=a_x^\dagger a_x+a_y^\dagger a_y$. The difference is $i(a_xa_y^\dagger-a_x^\dagger a_y)$, which is what $xp_y-yp_x$ becomes when positions and momenta are written in lowering and raising operators. So $L_z=n_+-n_-$, and
$$E_\perp=\tfrac{\gamma}{2}(n_++n_-+1)+\tfrac{\gamma}{2}(n_+-n_-)=\gamma\left(n_++\tfrac12\right).$$
The Landau index is therefore $N=n_+$, and
$$m=N-n_-,\qquad n_-=0,1,2,\dots$$
The degeneracy comes from $n_-$, which can only lower $m$. In the lowest level, $N=0$ and $m=0,-1,-2,\dots$; a state with $m=+1$ is absent. An electron with $m=+1$ needs at least one cyclotron quantum.

**Q:** So the edge I drew on my level diagram is the wrong one for this state?

**A:** Yes. Far from the donor along $z$, the Coulomb term vanishes while the field still confines $\rho$. A free electron in the sector $m=+1$ then has energy
$$E=\gamma\left(N+\tfrac12\right)+\tfrac{\alpha}{2}k^2,\qquad N\ge1,$$
so the continuum of that sector starts at $3\gamma/2$. The decaying Coulomb potential can add discrete levels below this edge, but it does not move the edge.

If $2p_+$ lies between $\gamma/2$ and $3\gamma/2$, every free state at its energy has $N=0$ and $m'\le0$. The overlap with such a state, through any axially symmetric operator, contains
$$\int_0^{2\pi}e^{-im'\phi}e^{i\phi}\,d\phi=0 .$$
This is more than a vanishing first-order rate. Since $H$ commutes with $L_z$, the full time evolution keeps the electron at $m=+1$, where no free state has the right energy. The state is a normalizable, discrete level embedded in the continuum of other sectors.

**Q:** That requires it to stay below $3\gamma/2$. Could it not cross that edge too, at some higher field?

**A:** No, and a trial function shows it. Take the lowest free transverse function with $m=+1$, $\varphi\propto\rho\,e^{i\phi}e^{-\gamma\rho^2/4}$, times $\sqrt\kappa\,e^{-\kappa|z|}$. The transverse energy is $3\gamma/2$. The slope of the $z$ factor has squared norm $\kappa^2$, so
$$E_{\rm trial}-\tfrac32\gamma=\tfrac{\alpha}{2}\kappa^2-\left\langle\tfrac1r\right\rangle .$$
Let $u(z)$ be the average of $1/\sqrt{\rho^2+z^2}$ over $|\varphi|^2$. It is positive, so for any fixed length $Z$
$$\left\langle\tfrac1r\right\rangle\ge\kappa\,e^{-2\kappa Z}\int_{-Z}^{Z}u(z)\,dz .$$
For small $\kappa$ the attraction is at least proportional to $\kappa$, while the kinetic cost is proportional to $\kappa^2$. The attraction wins for a small enough $\kappa$, at any $\gamma>0$. By the variational principle the lowest $m=+1$ state lies below $3\gamma/2$.

That state is $2p_+$ at every field. In the lowest state of the sector, the function of $\rho$ and $z$ that multiplies $e^{i\phi}$ has no nodes away from the axis. Such a state is not degenerate, so it evolves continuously from the zero-field $2p_+$ state.

**Q:** Then why does it rise through the lower edge at all? Is that the Zeeman effect?

**A:** The linear Zeeman term alone would not do it. For $m=+1$ that term is $+\gamma/2$, which equals the rise of the lowest Landau edge. Separate it off:
$$E(2p_+)=\tfrac{\gamma}{2}+Q(\gamma),$$
where $Q$ is the lowest $|m|=1$ eigenvalue of $H$ without its linear term. The crossing is at $Q=0$. At zero field $Q$ is negative, because the state is bound. Its slope is the expectation value of $\partial H/\partial\gamma$, with the linear term left out:
$$\frac{dQ}{d\gamma}=\frac{\gamma}{4}\langle\rho^2\rangle>0 .$$
The diamagnetic energy thus pushes the level up relative to the edge, and since $Q$ only increases, there is at most one crossing.

**Q:** At most one. Is there certain to be one?

**A:** Yes; a lower bound on $Q$ settles it. Replace $1/r$ by the larger $1/\rho$, and drop the kinetic energies of radial and axial motion, which are not negative. The centrifugal energy $1/(2\rho^2)$ remains:
$$Q\ge\min_\rho\left[\frac1{2\rho^2}-\frac1\rho+\frac{\gamma^2\rho^2}{8}\right].$$
The bracket has the sign of $g(\rho)=\tfrac12-\rho+\gamma^2\rho^4/8$, obtained on multiplying by $\rho^2$. Setting $g'=0$ gives $\gamma^2\rho^3=2$, so the last term equals $\rho/4$ there and $g_{\min}=\tfrac12-\tfrac34\rho$. This is nonnegative when $\rho\le\tfrac23$, that is, when
$$\gamma^2=\frac{2}{\rho^3}\ge\frac{27}{4}.$$
So $Q$ has reached zero by $\gamma=\sqrt{27/4}\approx2.60$ at the latest, whatever the value of $\alpha$. This is a bound and not an estimate of the crossing.

**Q:** Please put numbers to this for germanium.

**A:** I take the rough values $m_t=0.082\,m_e$, $m_l=1.6\,m_e$ and $\varepsilon=15.4$, with $B$ along [111]. Then $\alpha=0.051$, the energy unit is 9.41 meV, the length unit is 9.94 nm, and the cyclotron energy is 1.412 meV per tesla. Numerical diagonalization in this model gives a zero-field level at $-1.73$ meV and a crossing at $\gamma=0.441$, or
$$B=\frac{0.441\times9.41\ \text{meV}}{1.412\ \text{meV/T}}\approx2.94\ \text{T}.$$
The bound corresponds to 17.3 T, so it is safe but loose. Energies below are in meV from the zero-field valley bottom.

| $B$ (T) | $\hbar\omega_c/2$ | $2p_+$ | $3\hbar\omega_c/2$ |
|---|---|---|---|
| 1 | 0.71 | −0.71 | 2.12 |
| 2 | 1.41 | 0.65 | 4.24 |
| 3 | 2.12 | 2.17 | 6.35 |
| 5 | 3.53 | 5.45 | 10.59 |
| 8 | 5.65 | 10.68 | 16.94 |

At 5 T the level is 1.92 meV above the lowest edge, yet 5.14 meV below its own. The trial function with $\kappa=1.5$, or 0.151 nm⁻¹, already gives a binding of 4.35 meV. Its kinetic cost is $0.05125\times1.5^2/2=0.0577$ units, or 0.54 meV, against an attraction of 4.90 meV.

**Q:** So while the state appears to be pushed out into the continuum, its binding is growing?

**A:** Over this range, yes: the distance to its own edge grows from 2.83 meV at 1 T to 6.26 meV at 8 T. That distance is $W=\gamma-Q$, so
$$\frac{dW}{d\gamma}=1-\frac{\gamma}{4}\langle\rho^2\rangle .$$
For the free $N=1$, $m=+1$ state, $\langle\rho^2\rangle=(n_++n_-+1)/(\gamma/2)=4/\gamma$ and the slope vanishes. The donor pulls the orbit inward. At 5 T the root-mean-square lateral radius is 19.2 nm, or 1.93 units, so $\langle\rho^2\rangle\approx3.73$ against $4/\gamma=5.33$. The slope is then $1-0.70=0.30$, which is about 0.43 meV per tesla.

In the strong-field limit the binding becomes small relative to the cyclotron energy. Measure lengths in units of $\gamma^{-1/2}$: the transverse energies scale as $\gamma$, but the attraction, at most $1/\rho$, scales as $\sqrt\gamma$. Hence $W/\gamma\to0$ and $E(2p_+)/\gamma\to3/2$, approached from below. In the opposite limit, $B\to0$, both edges merge at the valley bottom and $2p_+$ is an ordinary bound state below them.

**Q:** How do I know that angular momentum is the cause? Perhaps states in this energy range simply decay slowly.

**A:** Look at a state in the same range without the protection. The sector $m=0$ contains both $N=0$ and $N=1$, and the Coulomb potential mixes them because they share the same $m$. At 5 T this sector has a resonance at 4.93 meV, near $2p_+$ and between the same two edges. Its width is $\Gamma=0.285$ meV, a lifetime $\hbar/\Gamma$ of about 2.3 ps. The only free states of this sector at that energy have $N=0$, so the electron leaves through them. The resonance itself should not be assigned to a single Landau level, because at this field the Coulomb attraction is not weak compared with the level spacing.

The width comes from rotating $z$ into the complex plane, which turns outgoing waves into decaying ones and gives a resonance the energy $E-i\Gamma/2$. The same calculation gives $2p_+$ a width of about $3\times10^{-11}$ meV, which is numerical noise around zero. Donor, field and energy range are the same; the difference is whether the sector has an open channel.

**Q:** My crystal has charged impurities. What does a field across the axis do?

**A:** It opens the decay. A lateral field $F$ adds a potential proportional to
$$F x=\tfrac12F\rho\left(e^{i\phi}+e^{-i\phi}\right),$$
which changes $m$ by one unit. From $m=+1$ it reaches $m=2$, whose continuum starts at $5\gamma/2$ and is closed at this energy, and $m=0$, which is open through $N=0$. The amplitude is proportional to $F$, so to leading order the width is proportional to $F^2$.

Take one elementary charge 200 nm to the side. Its field at the donor is
$$F=\frac{e}{4\pi\varepsilon_0\varepsilon R^2}\approx23\ \text{V/cm}.$$
Treating this field as uniform over the orbit and keeping the sectors $m=0$ and $m=1$, the width at 5 T is about 320 neV, a lifetime of 2 ns. Halving the field reduces the width by a factor 3.99, close to the expected 4. The protection is thus weakened gradually: this width is still nearly 900 times smaller than that of the $m=0$ resonance.

**Q:** Germanium has four such valleys. What about the other three?

**A:** They matter, because their axes are tilted from $B$ by an angle $\theta$ with $\cos^2\theta=1/9$. Use coordinates fixed to such a valley, with $\mathbf B=B(\sin\theta,0,\cos\theta)$. The equation $\dot{\mathbf p}=-e\,\mathbf v\times\mathbf B$ gives
$$\dot p_x=-\frac{eB\cos\theta}{m_t}p_y,\qquad \dot p_z=\frac{eB\sin\theta}{m_t}p_y,$$
$$\dot p_y=eB\left(\frac{\cos\theta}{m_t}p_x-\frac{\sin\theta}{m_l}p_z\right).$$
Differentiating the last equation and inserting the first two yields $\ddot p_y=-(eB/m_c)^2p_y$ with
$$\frac1{m_c^2}=\frac{\cos^2\theta}{m_t^2}+\frac{\sin^2\theta}{m_tm_l}.$$
The result is $m_c=0.207\,m_e$. At 5 T the lowest edge of these valleys is at 1.40 meV, below $2p_+$, and their states are not sorted by $m$. Any coupling between valleys, for instance by the donor core, could then let the electron out.

Compression along [111] removes this route. With equal shear strains $\epsilon_{xy}=\epsilon_{yz}=\epsilon_{zx}=\epsilon$ in the cubic axes, a valley along the unit vector $\hat k$ shifts by $\Xi_u\,\hat k\cdot\boldsymbol\epsilon\cdot\hat k$. That is $2\epsilon\,\Xi_u$ for the valley on the field axis and $-\tfrac23\epsilon\,\Xi_u$ for the others. For $\epsilon=-0.1\%$ and a rough $\Xi_u=16$ eV, the separation is
$$\tfrac83\times0.001\times16\ \text{eV}\approx43\ \text{meV}.$$
The other edges then lie about $43+1.4-5.5\approx39$ meV above $2p_+$ at 5 T. The stress follows from $X/3=2C_{44}\epsilon$; with a rough $C_{44}=67$ GPa it is a compression of about 0.4 GPa.

**Q:** How close is this model to a real sample?

**A:** The masses, permittivity and deformation potential are rough values for germanium, so the later digits of the results serve to compare numbers within the model, not to predict a sample. A field of a few tesla is within reach of laboratory magnets. The cyclotron energy at 5 T is 0.3% of a rough 2.1 eV band separation at the valley, so the departure of the band from a parabola should be a small correction. At 2 K the thermal energy is 0.17 meV, well below the 5.14 meV to the state's own edge. A real sample does not have exact axial symmetry. The charged impurity above is one example: it changes a zero width into about 320 neV at 5 T (the value depends on field, falling from about 600 neV at 4 T to about 90 neV at 8 T), and a nearer charge does more.

Three further effects are not computed here. A misaligned field mixes different $m$. The lattice around a [111] axis has only threefold symmetry, which conserves $m$ up to multiples of three; it can therefore mix $m=+1$ with $m=-2$, a sector that is open at this energy through the lowest Landau level. Finally, phonons and photons can carry away energy and angular momentum, so $2p_+$ can still relax to lower states or be ionized with their help. "Bound" means that the electron does not escape by itself under the axial Hamiltonian.

**Q:** Is there a consequence I could look for in absorption?

**A:** There is one within this model. Start from the donor ground state, which has $m=0$, and send light along $B$ with the circular polarization that raises $m$ by one. In the dipole approximation the final states all have $m=+1$. Absorption into free states then begins at $3\hbar\omega_c/2$, measured on the final-state energy scale, and the $2p_+$ line stands below that onset without a background from the lowest Landau level. The opposite polarization leads to $m=-1$, whose continuum begins at $\hbar\omega_c/2$. The two sectors differ only in the linear term of $H$, so their edges lie one cyclotron energy apart. Bound levels crowd together just below each edge, and broadened lines would blur the onsets. Comparing the two polarizations at fixed field could still reveal the separation, provided that the field is aligned, the valley on its axis is isolated by strain, and lateral fields are weak.

## Computed results

```
transverse mass (rough input): 0.082 m_e
longitudinal mass (rough input): 1.60 m_e
relative permittivity (rough input): 15.4
mass ratio alpha: 0.05125
donor energy unit: 9.409 meV
donor length unit: 9.938 nm
cyclotron energy per tesla: 1.4118 meV/T
largest Landau-rule error: 1.9e-05 meV
hydrogen 2p check (exact -0.125): -0.125000 Hartree
zero-field 2p energy: -1.731 meV
crossing gamma: 0.4407
crossing field: 2.937 T
upper bound on crossing gamma: 2.5981
upper bound on crossing field: 17.31 T
B (T) | lowest edge | 2p+ | m=+1 edge | binding to it (meV)
1.0 | 0.706 | -0.714 | 2.118 | 2.832
2.0 | 1.412 | 0.652 | 4.235 | 3.584
3.0 | 2.118 | 2.172 | 6.353 | 4.181
5.0 | 3.530 | 5.451 | 10.589 | 5.138
8.0 | 5.647 | 10.680 | 16.942 | 6.262
working field: 5.0 T
gamma at working field: 0.7503
2p+ above lowest edge: 1.922 meV
2p+ below its own edge: 5.138 meV
trial decay constant kappa: 0.1509 1/nm
trial-function binding: 4.354 meV
rms lateral radius of 2p+: 19.18 nm
2p+ change in longer basis: 7.3e-09 meV
m=0 levels from lowest edge to 2p+, short basis: 2
m=0 levels from lowest edge to 2p+, long basis: 7
m=0 resonance energy: 4.929 meV
m=0 resonance width: 0.2846 meV
m=0 resonance numerical drift: 5.1e-06 meV
axial 2p+ width, numerical noise: 2.8e-11 meV
distance of charged impurity: 200 nm
its lateral field: 23.38 V/cm
2p+ width in that field: 321 neV
lifetime against this decay: 2.05 ns
width ratio, full to half field: 3.9894
other-valley cyclotron mass: 0.2072 m_e
other-valley lowest edge, unstrained: 1.397 meV
shear strain component (input): -0.10 %
deformation potential (rough input): 16.0 eV
shear stiffness (rough input): 67 GPa
stress along [111], negative = compression: -0.402 GPa
valley separation by strain: 42.67 meV
other-valley edge above 2p+, strained: 38.61 meV
band separation at the valley (rough input): 2.1 eV
cyclotron energy / band separation: 0.34 %
thermal energy at 2 K: 0.172 meV
```
